\section*{Inverse-volume energy of a charged dipolar density in a cubic cell}

\section{The energy and its independence of origin}

Take a single charge $q$, measured in units of the elementary charge $e$, and spread it as a spherical Gaussian of width $\sigma$. Repeat it on a simple cubic lattice of side $L$, so that each cell has volume $V=L^3$. A lattice of net charges alone has no finite energy per cell. A uniform background of density $-q/V$ is therefore added, which makes each cell neutral. The charges sit in a medium of constant, isotropic dielectric constant $\varepsilon$, and $k=e^2/(4\pi\varepsilon_0)=1.440$ eV nm.

The Fourier transform of the Gaussian is $q\,e^{-g^2\sigma^2/2}$. Its energy when isolated is an integral over all wave vectors $\mathbf g$,
\begin{equation}
E_{\rm iso}=\frac{2\pi k}{\varepsilon}\int\frac{d^3g}{(2\pi)^3}\,
\frac{q^2e^{-g^2\sigma^2}}{g^2}
=\frac{kq^2}{\pi\varepsilon}\int_0^\infty e^{-g^2\sigma^2}dg
=\frac{kq^2}{2\sqrt\pi\,\varepsilon\sigma}.
\end{equation}
In the lattice the integral becomes a sum over reciprocal vectors $\mathbf G$, and the background removes the term $\mathbf G=0$:
\begin{equation}
E_{\rm per}=\frac{2\pi k}{\varepsilon V}\sum_{\mathbf G\neq0}
\frac{q^2e^{-G^2\sigma^2}}{G^2}.
\end{equation}
Differentiation with respect to $\sigma^2$ cancels the denominator $G^2$. The resulting sum lacks the term $\mathbf G=0$, which equals one, so
\begin{equation}
\frac{dE_{\rm per}}{d\sigma^2}=-\frac{2\pi kq^2}{\varepsilon V}
\Bigl[\sum_{\mathbf G}e^{-G^2\sigma^2}-1\Bigr].
\end{equation}
Poisson summation turns the full sum into one over lattice vectors $\mathbf R$,
\begin{equation}
\sum_{\mathbf G}e^{-G^2\sigma^2}
=\frac{V}{8\pi^{3/2}\sigma^3}\sum_{\mathbf R}e^{-R^2/4\sigma^2}.
\end{equation}
The term $\mathbf R=0$ contributes $-kq^2/(4\sqrt\pi\,\varepsilon\sigma^3)$ to the derivative, which is $dE_{\rm iso}/d\sigma^2$. The other terms are exponentially small when $\sigma\ll L$. What is left is the missing $\mathbf G=0$ term:
\begin{equation}
\frac{d}{d\sigma^2}(E_{\rm per}-E_{\rm iso})=\frac{2\pi kq^2}{\varepsilon V}.
\end{equation}
As $\sigma\to0$ the difference tends to the value for a point charge. The only length then left is $L$, so this value can be written $-k\alpha q^2/(2\varepsilon L)$ with a pure number $\alpha$. Integration gives
\begin{equation}
E_{\rm per}-E_{\rm iso}=-\frac{k\alpha q^2}{2\varepsilon L}
+\frac{2\pi kq^2\sigma^2}{\varepsilon L^3}.
\label{gauss}
\end{equation}
The second term is positive for a simple reason. The background has the opposite sign to the charge. Together with the images it draws each part of the charge towards the centre of that charge, wherever it sits in the cell, so spreading the charge outwards costs energy. The second radial moment of the Gaussian about its centre is $Q=3q\sigma^2$, and the term equals $2\pi kqQ/(3\varepsilon L^3)$.

This form cannot be complete for a general density. If the Gaussian is moved away from the origin, $Q$ changes, while the energy of a translated crystal does not. A general density also has a dipole, and the dipole must enter in such a way that the dependence on origin disappears.

Let $\rho(\mathbf r)$ be any fixed, localized density of source charge, with moments
\begin{equation}
q=\int\rho\,d^3r,\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad
Q=\int\rho\,r^2\,d^3r .
\label{moments}
\end{equation}
Here $Q$ is a scalar, the trace of the second-moment tensor, and not the traceless quadrupole. The integrals run over one whole copy of the density and leave out the background. The same $\rho$ is used in the isolated and the periodic problem, so that their energy difference contains no change in the source itself.

The periodic potential energy $\phi$ of a unit positive charge obeys
\begin{equation}
\nabla^2\phi=-\frac{4\pi k}{\varepsilon}
\Bigl[\sum_{\mathbf R}\rho(\mathbf r-\mathbf R)-\frac qV\Bigr].
\end{equation}
Every Fourier component with $\mathbf G\neq0$ follows on division by $-G^2$. Two choices fix the rest: $\phi$ is periodic, which excludes a uniform surface field, and its cell average is zero. The solution is
\begin{equation}
\phi(\mathbf r)=\frac k\varepsilon\int\rho(\mathbf r')\,
\psi(\mathbf r-\mathbf r')\,d^3r',\qquad
\psi(\mathbf r)=\frac{4\pi}{V}\sum_{\mathbf G\neq0}
\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2}.
\label{kernel}
\end{equation}
The energy per cell is half the integral of total charge times potential. The background is constant and $\phi$ has zero mean, so the background drops out of this integral. Its effect survives in the missing $\mathbf G=0$ term of $\psi$. The integral of the repeated density over one cell equals that of one copy over all space, because $\phi$ is periodic. Hence
\begin{equation}
E_{\rm per}=\frac{k}{2\varepsilon}\iint
\rho(\mathbf r)\rho(\mathbf r')\,\psi(\mathbf r-\mathbf r')\,d^3r\,d^3r'.
\label{eper}
\end{equation}
The isolated energy $E_{\rm iso}$ is the same expression with $1/|\mathbf r-\mathbf r'|$ in place of $\psi$. In Fourier form, \eqref{eper} is the sum used above for the Gaussian.

The finite-size shift thus depends on $v(\mathbf r)=\psi(\mathbf r)-1/r$ alone. Since $\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}=V\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)$, the kernel satisfies
\begin{equation}
\nabla^2\psi=-4\pi\Bigl[\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)-\frac1V\Bigr].
\end{equation}
Subtracting $1/r$ removes the delta function at the origin. The nearest remaining ones lie at distance $L$. Therefore
\begin{equation}
\nabla^2v=\frac{4\pi}{V}\qquad (r<L).
\end{equation}
Because $\nabla^2r^2=6$, the function $2\pi r^2/(3V)$ has this Laplacian. The difference $w=v-2\pi r^2/(3V)$ is harmonic in the ball $r<L$, and there it has a convergent expansion in harmonic polynomials.

Cubic symmetry removes most of them. Reflection in a coordinate plane forbids any odd power of $x$, $y$ or $z$, so no polynomial of odd degree survives. A harmonic polynomial of degree two must then have the form $ax^2+by^2+cz^2$ with $a+b+c=0$. Interchange of the axes requires $a=b=c$, so all three vanish. At degree four the allowed form is $A(x^4+y^4+z^4)+B(x^2y^2+y^2z^2+z^2x^2)$. Its Laplacian is $(12A+4B)r^2$, which gives $B=-3A$. With
\begin{equation}
h(\mathbf r)=x^4+y^4+z^4-3(x^2y^2+y^2z^2+z^2x^2),
\end{equation}
which equals $r^4$ along a cube axis, the expansion is
\begin{equation}
v(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}
+\frac{S_4}{L^5}h(\mathbf r)+O\!\left(\frac{r^6}{L^7}\right).
\label{expansion}
\end{equation}
The powers of $L$ follow from dimensions, since $\psi$ is an inverse length. The first coefficient is $-\alpha$ because a point charge must reproduce the first term of \eqref{gauss}.

Now insert \eqref{expansion} in the double integral. The constant multiplies $\iint\rho\rho'=q^2$. For the quadratic term, write $|\mathbf r-\mathbf r'|^2=r^2-2\mathbf r\cdot\mathbf r'+r'^2$. The three parts integrate to $qQ$, $-2p^2$ and $qQ$, so
\begin{equation}
\iint\rho(\mathbf r)\rho(\mathbf r')|\mathbf r-\mathbf r'|^2d^3r\,d^3r'
=2(qQ-p^2).
\label{pairform}
\end{equation}
The prefactor is $(k/2\varepsilon)(2\pi/3L^3)$. Its factor $1/2$ cancels the 2 in \eqref{pairform}, and
\begin{equation}
E_{\rm per}-E_{\rm iso}=-\frac{k\alpha q^2}{2\varepsilon L}
+\frac{2\pi k}{3\varepsilon L^3}\,(qQ-p^2)+O(L^{-5}).
\label{main}
\end{equation}
The order of the remainder refers to a fixed density in a growing cell. To recover the isolated energy from the periodic one, both displayed terms must be subtracted, which reverses their signs.

Equation \eqref{pairform} already proves that $I=qQ-p^2$ is independent of origin, because its left side contains only differences of positions. A direct proof shows how the changes cancel. Let every position in the density be displaced by $\mathbf a$. The charge is unchanged, and the other moments become
\begin{align}
\mathbf p'&=\int\rho\,(\mathbf r+\mathbf a)\,d^3r=\mathbf p+q\mathbf a,\\
Q'&=\int\rho\,|\mathbf r+\mathbf a|^2d^3r=Q+2\mathbf a\cdot\mathbf p+qa^2.
\end{align}
Consequently
\begin{align}
qQ'-p'^2&=qQ+2q\,\mathbf a\cdot\mathbf p+q^2a^2
-\bigl(p^2+2q\,\mathbf a\cdot\mathbf p+q^2a^2\bigr)\nonumber\\
&=qQ-p^2 .
\end{align}
Moving the origin by $-\mathbf a$ has the same effect on the moments, so the result covers a change of origin as well.

When $q\neq0$, the displacement $\mathbf a=-\mathbf p/q$ brings the centre of charge to the origin and removes the dipole. The second moment about that centre is $Q_c=Q-p^2/q$, so $I=qQ_c$. The dipole of a charged density thus records where the origin was put, and the invariant content of $Q$ and $\mathbf p$ together is the spread about the centre of charge. If $\rho$ has one sign everywhere, \eqref{pairform} shows that $I\ge0$. If it has both signs, $I$ may be positive, negative or zero. The centre of charge may then lie outside the region occupied by the charge.

When $q=0$, the dipole is itself independent of origin and $I=-p^2$. The energy comes from the field that acts on the dipole in the periodic potential. The quadratic part of $v$ gives the potential energy
\begin{equation}
\phi_2(\mathbf r)=\frac{2\pi k}{3\varepsilon L^3}
\bigl(qr^2-2\mathbf r\cdot\mathbf p+Q\bigr),
\end{equation}
and hence the force on a unit charge, which is the field in volts per length,
\begin{equation}
\mathbf F=-\nabla\phi_2=\frac{4\pi k}{3\varepsilon L^3}
(\mathbf p-q\mathbf r).
\label{field}
\end{equation}
For a neutral dipole this is a uniform field along $\mathbf p$. The energy $-\tfrac12\mathbf p\cdot\mathbf F$ equals $-2\pi kp^2/(3\varepsilon L^3)$, in agreement with \eqref{main}. For a charged density this leading field vanishes at the centre of charge, where a field from the higher harmonics can remain.

The absence of a surface field matters here. Consider neutral dipoles with $\varepsilon=1$ filling a large sphere in vacuum. The polarization $\mathbf p/V$ produces a further field $-4\pi k\mathbf p/(3V)$ inside the sphere and adds $+2\pi kp^2/(3V)$ per cell. This cancels the dipole term of \eqref{main}. The formula therefore belongs to the strictly periodic potential used in a supercell calculation, and not to every way of summing a finite crystal.

\section{A charged defect pair in silicon}

The results needed from the first part are these. A fixed density with net charge $q$, dipole $\mathbf p$ and second radial moment $Q$ is repeated in a cubic cell of side $L$, with a neutralizing background and a periodic potential of zero mean. In a medium of constant $\varepsilon$, its energy exceeds that of the isolated density by
\begin{equation}
\Delta E=-\frac{k\alpha q^2}{2\varepsilon L}
+\frac{2\pi kI}{3\varepsilon L^3}+O(L^{-5}),\qquad I=qQ-p^2,
\label{recall}
\end{equation}
where $k=1.440$ eV nm and $I$ is independent of origin. The next term comes from the part $S_4h(\mathbf r)/L^5$ of the kernel, where $h$ is the cubic harmonic of degree four.

The constants are $\alpha=2.8373$ and $S_4=3.108$. The first follows from a rapidly convergent evaluation of $v=\psi-1/r$ at the origin, where $\psi$ itself diverges. As a test, the same kernel was used to build the potential at an ion site in rock salt. It gave the Madelung constant 1.74756459, the value also given by an independent series of hyperbolic functions. The second constant is the sum of $P_4(n_x/n)/n^5$ over nonzero integer vectors $\mathbf n$, with $P_4$ the Legendre polynomial. This is the degree-four part of the potentials $1/|\mathbf r-\mathbf R|$ of the images.

Consider now a phosphorus atom next to a vacancy in silicon, in the negative charge state. The model puts charge $+1$ on phosphorus and $-2$ on the vacancy, so $q=-1$. Both charges are Gaussians, of widths $\sigma_{\rm P}=0.05$ nm and $\sigma_{\rm V}=0.20$ nm. The lattice constant $a=0.543$ nm and $\varepsilon=11.7$ are rough values for silicon. The two sites are nearest neighbours along $[111]$, at distance $d=\sqrt3\,a/4=0.2351$ nm.

For Gaussians with charges $q_i$, centres $\mathbf c_i$ and widths $\sigma_i$, the moments are $\mathbf p=\sum_iq_i\mathbf c_i$ and $Q=\sum_iq_i(c_i^2+3\sigma_i^2)$. Therefore
\begin{align}
I&=\sum_{i,j}q_iq_j(c_i^2-\mathbf c_i\cdot\mathbf c_j)
+3q\sum_iq_i\sigma_i^2\nonumber\\
&=\sum_{i<j}q_iq_j|\mathbf c_i-\mathbf c_j|^2+3q\sum_iq_i\sigma_i^2 .
\label{Igauss}
\end{align}
The second line follows by adding the terms $(i,j)$ and $(j,i)$. For the pair,
\begin{align}
I&=(1)(-2)(0.2351)^2+3(-1)\bigl[0.05^2-2(0.20)^2\bigr]\nonumber\\
&=-0.1106+0.2325=0.1219\ e^2\,{\rm nm}^2 .
\end{align}
The separation of opposite charges and the spread of the vacancy charge act against each other. With the other parameters held fixed, $I$ would vanish at $\sigma_{\rm V}\approx0.14$ nm and be negative below it. Even the sign of the inverse-volume term thus depends on how the charge is distributed.

The moments were also integrated numerically on a spatial grid about three origins. With the origin at the vacancy, the dipole along $[111]$ is $0.2351\,e$ nm and $Q=-0.1772\,e\,{\rm nm}^2$. At the phosphorus site the values are 0.4703 and $-0.3431$. At the centre of charge they are zero and $-0.1219$. All three give $I=0.1219\ e^2\,{\rm nm}^2$. The centre of charge lies at $\mathbf p/q$, which is $0.2351$ nm from the vacancy on the side away from phosphorus.

For the cell of 216 atoms, $L=3a=1.629$ nm and $L^3=4.323$ nm$^3$. The two terms of \eqref{recall} are
\begin{align}
-\frac{(1.440)(2.8373)}{2(11.7)(1.629)}\ {\rm eV}&=-107.2\ {\rm meV},\\
\frac{2\pi(1.440)(0.1219)}{3(11.7)(4.323)}\ {\rm eV}&=+7.3\ {\rm meV}.
\end{align}
Their sum is $-99.9$ meV. The reciprocal sum for the periodic energy, less the isolated energy, gives $-99.8$ meV. The corresponding values for four cells, in meV, are as follows.
\begin{center}
\begin{tabular}{rrrrr}
atoms & $\Delta E$ & $L^{-1}$ & $L^{-3}$ & remainder\\
64 & $-135.4$ & $-160.8$ & 24.5 & 0.84\\
216 & $-99.8$ & $-107.2$ & 7.3 & 0.13\\
512 & $-77.3$ & $-80.4$ & 3.1 & 0.03\\
1000 & $-62.7$ & $-64.3$ & 1.6 & 0.01
\end{tabular}
\end{center}

The remainder can be derived too. A harmonic polynomial averaged over a spherical distribution equals its value at the centre, so the Gaussian widths do not enter the degree-four term. It is
\begin{equation}
\Delta E_5=\frac{kS_4}{\varepsilon L^5}\sum_{i<j}q_iq_j\,
h(\mathbf c_i-\mathbf c_j).
\end{equation}
Along $[111]$ each squared coordinate is $d^2/3$, so $h=d^4/3-d^4=-2d^4/3$. With $q_1q_2=-2$ this gives $+0.136$ meV in the 216-atom cell, against a remainder of 0.134 meV. Between $L=3a$ and $L=6a$ the remainder falls as $L^{-4.99}$.

In the smallest cell the Gaussian tails of neighbouring copies overlap. Two Gaussians at distance $r$ interact as ${\rm erf}(r/s)/r$ with $s^2=2(\sigma_i^2+\sigma_j^2)$, and not as $1/r$. For the images this adds
\begin{equation}
-\frac{k}{2\varepsilon}\sum_{i,j}q_iq_j\sum_{\mathbf R\neq0}
\frac{{\rm erfc}(|\mathbf R+\mathbf c_i-\mathbf c_j|/s)}
{|\mathbf R+\mathbf c_i-\mathbf c_j|}.
\end{equation}
The value is $-0.17$ meV for 64 atoms and is negligible for 216 atoms or more. Together with $\Delta E_5=1.03$ meV it accounts for the 64-atom remainder to within 0.03 meV. The harmonic of degree six, summed over the images in the same way, gives $-0.024$ meV and accounts for nearly all of this difference.

A model with one bond direction could hide an error in the dipole term. The formula was therefore also tested in vacuum on four Gaussians with no symmetry. Their centres in nm were $(0.20,0.05,-0.10)$, $(-0.15,0.10,0.05)$, $(0.05,-0.20,0.10)$ and $(-0.05,0,-0.15)$, with widths 0.08, 0.10, 0.12 and 0.09 nm. The first three charges were 2, $-1$ and 1.5. The last was $-0.5$ in a charged cluster and $-2.5$ in a neutral one. For $L=1.8$ and 2.7 nm, the terms up to $L^{-5}$ reproduced the direct shift to better than 5\% of the $L^{-3}$ term.

The density in $I$ must be taken whole. Suppose that a cell boundary passes between the two sites, so that phosphorus is listed one lattice vector away, displaced by $-L$ along $x$ from its original site. The crystal is the same, and in the 216-atom cell both descriptions give a periodic energy of 0.5081 eV. The moments, however, now describe an isolated pair 1.51 nm apart, and $I$ becomes $-4.30\ e^2\,{\rm nm}^2$. Inserted in \eqref{recall}, this value gives an $L^{-3}$ term of $-256$ meV in place of $+7.3$ meV. This does not contradict the independence of origin, which concerns a displacement of all the charge together.

A similar caution applies to the meaning of $\rho$, which is the source charge before the medium responds. With constant $\varepsilon$, the response in the periodic cell is $(1/\varepsilon-1)$ times the repeated source plus background. It includes a uniform part that fills the cell. Moments of the total charge are therefore not moments of a localized density, and they cannot replace those in $I$.

The weakest assumption is that $\varepsilon$ is constant down to atomic distances. Suppose instead that screening depends on the wave vector, with $1/\varepsilon(g)=1/\varepsilon+cg^2+\dots$ at small $g$. The additional energy involves
\begin{equation}
f(\mathbf g)=|\tilde\rho(\mathbf g)|^2\,
\frac{1/\varepsilon(g)-1/\varepsilon}{g^2},\qquad f(0)=q^2c,
\end{equation}
where $\tilde\rho$ is the Fourier transform of $\rho$. For isotropic screening whose expansion contains only even powers of $g$, this function is smooth at $\mathbf g=0$. Its sum over all $\mathbf G$, divided by $V$, therefore equals the integral for the isolated density up to terms that vanish rapidly with $L$. The periodic energy lacks the term $\mathbf G=0$, and the shift changes by
\begin{equation}
\Delta E_c=-\frac{2\pi kq^2c}{L^3}.
\label{disp}
\end{equation}
This has the same power of $L$ as the moment term, so a larger cell does not reduce its size relative to that term.

Its size can be estimated with the interpolation
\begin{equation}
\varepsilon(g)=1+\Bigl[\frac1{\varepsilon-1}+\frac{g^2}{\kappa^2}\Bigr]^{-1},
\end{equation}
where $\kappa=20.9$ nm$^{-1}$ is the Thomas--Fermi wave vector for the valence density of 32 electrons per volume $a^3$. Let $u$ be the square bracket. Then $1/\varepsilon(g)=u/(1+u)$, whose derivative with respect to $u$ is $1/(1+u)^2$. At $g=0$, $1+u=\varepsilon/(\varepsilon-1)$, so
\begin{equation}
c=\frac{(1-1/\varepsilon)^2}{\kappa^2}=0.0019\ {\rm nm}^2 .
\end{equation}
For 216 atoms, \eqref{disp} gives $-4.0$ meV. A direct sum with $\varepsilon(g)$ moves the total shift from $-99.8$ to $-103.8$ meV, in agreement. The correction is 4\% of the total shift but 55\% of the moment term, and the net inverse-volume energy falls from 7.3 to about 3.2 meV. These figures depend on the form chosen for $\varepsilon(g)$. Resta's model of screening, with the same $\kappa$ and $\varepsilon$, gives $c=0.0014$ nm$^2$ and a correction of $-2.9$ meV. These two isotropic models do not bracket silicon. An empirical-pseudopotential band structure, in the random-phase approximation without local fields, gives $c$ near 0.003 nm$^2$ and a correction of about $-6$ meV; that value still fell by roughly 13\% between the two finest meshes used. It also gives a $c$ about a quarter larger along $[111]$ than along $[100]$. With such a dependence on direction $f$ is not smooth at $\mathbf g=0$, and a further $L^{-3}$ term appears, here negative and of order 2 meV. The net inverse-volume energy may then be near zero or negative.

Set beside the real defect, the model keeps the net charge, the direction from phosphorus to the vacancy and roughly the distance between them. The charge $-2$ in fact occupies orbitals on the atoms around the vacancy, and those atoms relax. A single Gaussian is a crude picture of this, and its width is a choice rather than a computed result. The dielectric constant also matters. Raising $\varepsilon$ from 11.7 to 13.0, with the source and the 216-atom cell fixed, changes the shift by $+10$ meV, more than the whole $L^{-3}$ term. A correction to a supercell calculation should therefore use the dielectric constant of the same electronic-structure method. For this pair, an inverse-volume correction from constant $\varepsilon$ and assumed widths is at best an estimate of order of magnitude, and even its sign depends on the assumed widths and on the screening at short wavelength.

The source may also polarize in the field of its images. At the vacancy, \eqref{field} gives 0.280 MV/cm for 216 atoms, and the lattice sum gives 0.269 MV/cm. The degree-four harmonic accounts for the difference: its relative contribution is $-2S_4d^2/(\pi L^2)=-4\%$. With an assumed polarizability volume of 0.03 nm$^3$, the energy gained is below 0.01 meV. Two electrons bound harmonically with a density of width 0.20 nm would have 0.24 nm$^3$ and gain 0.06 meV, which is still small beside the $L^{-3}$ term. This estimate covers a small linear response, not a transfer of charge to another orbital.

The expansion needs the separations within $\rho$ to be smaller than $L$. A shallow donor in silicon, with an orbital radius of roughly 2 nm, violates this in all four cells of the table. In a cell without cubic symmetry, a harmonic of degree two can survive at order $L^{-3}$. In a hexagonal crystal such as hexagonal SiC, $\varepsilon$ is also a tensor. The inverse-volume energy then depends on the orientation of the charge. It remains independent of origin, because the kernel still contains only differences of positions.

Equation \eqref{recall} concerns the electrostatic energy of a given density. The formation energy of a charged defect also needs the energy of the electron reservoir, referred to the same zero of potential. That alignment is a separate contribution and is not included in the numbers above. The numerical output below gives most of these figures with more digits; it does not include the degree-six term, the values for Resta's model and for the band-structure screening, or the harmonic estimate of the polarizability.

\section*{Calculated quantities}
\begin{verbatim}
k = e^2/(4 pi eps0): 1.439965 eV nm
Madelung constant alpha: 2.837297
rock-salt constant, kernel / series: 1.74756459 / 1.74756459
fourth-order lattice sum: 3.1082
Si lattice constant (rough): 0.543 nm; eps (rough): 11.7
charges P, vacancy: +1, -2 e; net -1 e
Gaussian widths P, vacancy: 0.05, 0.20 nm
P-vacancy distance along [111]: 0.2351 nm
Moments by quadrature: p along [111] (e nm), Q (e nm^2), qQ-p^2 (e^2 nm^2)
  origin vacancy: 0.2351, -0.1772, 0.12193
  origin phosphorus: 0.4703, -0.3431, 0.12193
  origin charge centre: -0.0000, -0.1219, 0.12193
isolated energy in the dielectric: 0.607840 eV
Cell: shift = E_per-E_iso, L^-1, L^-3, remainder, L^-5 term, overlap (meV)
  64 atoms, L=1.086 nm: -135.3921, -160.7722, 24.5387, 0.8415, 1.0320, -0.1657
  216 atoms, L=1.629 nm: -99.7763, -107.1815, 7.2707, 0.1345, 0.1359, -0.0000
  512 atoms, L=2.172 nm: -77.2867, -80.3861, 3.0673, 0.0321, 0.0322, -0.0000
  1000 atoms, L=2.715 nm: -62.7279, -64.3089, 1.5705, 0.0105, 0.0106, -0.0000
remainder falls as L^-n between 3a and 6a, n = 4.988
Neglected effects, 216-atom cell:
  Thomas-Fermi wave vector: 20.862 1/nm
  curvature c of 1/eps(k): 0.001922 nm^2
  shift with eps(k), direct sum: -103.7983 meV
  eps(k) term, derived: -4.0222 meV
  eps(k) term / constant-eps L^-3 term: -0.553
  change if eps = 13.0 (rough upper value): 9.991 meV
  image field at vacancy, lattice sum: 0.2690 MV/cm
  image field at vacancy, leading formula: 0.2804 MV/cm
  polarizability volume assumed: 0.03 nm^3
  polarization energy in that field: -0.00754 meV
periodic energy, pair whole / cut: 0.508063 / 0.508063 eV
qQ-p^2, pair whole / cut: 0.1219 / -4.3008 e^2 nm^2
\end{verbatim}
